# The Hurkx field-enhancement factor from tunnelling carrier tails

A midgap trap in the depleted centre of a silicon-like junction at 300 K, with electron and hole lifetimes of 100 ns, generates $5.0\times10^{16}$ carrier pairs per cm³ per second if the field is ignored. In a field of 0.5 MV/cm the Hurkx model raises this to $2.6\times10^{18}$, a factor of 51. The trap and the temperature are the same in both cases. What the field changes is the access of carriers to the trap: an electron need not be lifted all the way to the local band edge if it can tunnel sideways to a place where the edge is lower.

Let the trap sit at $s=0$, and measure $s$ in the direction in which the conduction edge falls. Over the distances that matter the field $F$ is taken as uniform, so that

$$E_c(s)=E_c(0)-eFs,\qquad e>0 .$$

The field enters only through the force $eF$. In Gaussian units the algebra below contains no further electrical constants until a Coulomb potential appears.

An electron whose energy for motion along $s$ lies at depth $E$ below $E_c(0)$ has its classical turning point at $s_1=E/eF$. To its right it moves freely; to its left its wave function has a decaying tail that reaches the trap. Suppose the electrons obey Boltzmann statistics and their quasi-Fermi level is flat along this short path. Their density at the turning point then exceeds the classical density $n$ at the trap,

$$n(s_1)=n\,e^{eFs_1/kT}=n\,e^{E/kT}.$$

At a point $s$ inside the barrier the edge lies above the electron energy by $E-eFs$. With one parabolic tunnelling mass $m$ the decay constant is $\kappa=\sqrt{2m(E-eFs)}/\hbar$. The probability density falls as the square of the wave function, so its WKB exponent is

$$2\int_0^{E/eF}\kappa\,ds=\frac{2\sqrt{2m}}{\hbar}\,\frac{2}{3}\frac{E^{3/2}}{eF}
=\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar eF}.$$

One more ingredient is needed, and it is an assumption. We must say how much density belongs to an energy slice $dE$ at its turning point. Boltzmann carriers are spread over energies of order $kT$, and the Hurkx closure assigns to the slice the density $n(s_1)\,dE/kT$, which then decays by the bare WKB exponential. The carriers classically present at the trap are kept at their full density $n$. The density available for capture becomes

$$n_t=n+\int_0^{\Delta}\frac{dE}{kT}\,n\,e^{E/kT}
\exp\!\left[-\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar eF}\right]\equiv n(1+\Gamma_n).$$

The upper limit $\Delta$ is the smaller of two depths below $E_c(0)$: that of the trap level, since the model excludes capture from below it, and that of the lowest conduction edge on the path, since no band states lie beneath it. Putting $E=\Delta u$ gives the Hurkx factor,

$$\Gamma_n=D\int_0^1 e^{Du-Ku^{3/2}}du,\qquad
D=\frac{\Delta}{kT},\qquad K=\frac{4\sqrt{2m}\,\Delta^{3/2}}{3\hbar eF}.$$

The term $Du$ says that lower energies are better populated; the term $Ku^{3/2}$ says that they must tunnel further. Since the tunnelling exponential never exceeds one, $\Gamma_n\le D\int_0^1e^{Du}du=e^D-1$. This bound is approached when $F\to\infty$ at fixed $\Delta$, where the barrier becomes transparent. Holes have a factor $\Gamma_p$ of the same form, with their own mass and depth.

Emission must be enhanced as well. Let $N_t$ be the trap density, $f$ the fraction of traps filled, and $c_n$ a capture coefficient taken to be the same for all electron energies. Electrons are captured at the rate $c_nN_t(1+\Gamma_n)n(1-f)$ and emitted at the rate $e_nN_tf$. In equilibrium at the same field, with density $n_0$ and occupancy $f_0$, detailed balance makes the two equal:

$$e_n=c_n(1+\Gamma_n)\,n_1,\qquad n_1=n_0\frac{1-f_0}{f_0}.$$

As long as the final band states are nearly empty, $e_n$ does not depend on the carrier density, so this value holds out of equilibrium too. The flat quasi-Fermi level is therefore needed for capture but not for emission. For holes, $p_1=p_0f_0/(1-f_0)$, whence $n_1p_1=n_0p_0=n_i^2$.

Define $\tau_n=1/(c_nN_t)$, $\tau_p=1/(c_pN_t)$, $A=(1+\Gamma_n)/\tau_n$ and $B=(1+\Gamma_p)/\tau_p$. In the steady state the trap gains electrons from the conduction band as fast as it gains holes from the valence band:

$$A[n(1-f)-n_1f]=B[pf-p_1(1-f)].$$

Collecting the terms in $f$ gives

$$f=\frac{An+Bp_1}{A(n+n_1)+B(p+p_1)},\qquad
1-f=\frac{An_1+Bp}{A(n+n_1)+B(p+p_1)}.$$

Insert these in the left side. The products $A^2nn_1$ cancel, leaving the recombination rate

$$R=\frac{AB(np-n_1p_1)}{A(n+n_1)+B(p+p_1)}
=\frac{np-n_i^2}{\dfrac{\tau_p}{1+\Gamma_p}(n+n_1)+\dfrac{\tau_n}{1+\Gamma_n}(p+p_1)} .$$

This is the Shockley–Read–Hall rate with each lifetime divided by its enhancement. Had only capture been enhanced, the numerator would have been proportional to $(1+\Gamma_n)(1+\Gamma_p)np-n_i^2$, and the trap would recombine carriers in equilibrium.

In full depletion $n=p=0$. For a midgap trap with $n_1=p_1=n_i$, equal lifetimes $\tau$ and equal factors $\Gamma$, the rate is negative, which means generation:

$$-R=\frac{n_i}{2\tau}(1+\Gamma).$$

With $n_i=10^{10}$ cm⁻³ and $\tau=10^{-7}$ s the prefactor is $5.0\times10^{16}$ cm⁻³ s⁻¹, the first number quoted above.

The integral for $\Gamma$ simplifies when its integrand has a peak well inside the range. The natural energy of a particle in a uniform force is

$$a=\left(\frac{e^2F^2\hbar^2}{2m}\right)^{1/3},\qquad q=\frac{a}{kT},\qquad z=\frac{E}{a}.$$

Since $a^{3/2}=eF\hbar/\sqrt{2m}$, the WKB exponent is $\frac43z^{3/2}$, and

$$\Gamma=q\int_0^{\Delta/a}e^{h(z)}dz,\qquad h(z)=qz-\tfrac43z^{3/2}.$$

The derivative $h'=q-2\sqrt z$ vanishes at $z_*=q^2/4$. There

$$h(z_*)=\frac{q^3}{4}-\frac43\,\frac{q^3}{8}=\frac{q^3}{12},\qquad
h''(z_*)=-z_*^{-1/2}=-\frac2q .$$

Replacing the peak by a Gaussian and extending the limits to infinity gives $\int e^h dz\simeq\sqrt{\pi q}\,e^{q^3/12}$, so that $\Gamma\simeq\sqrt\pi\,q^{3/2}e^{q^3/12}$. Now define a field $F_\Gamma$ by $q^3/12=(F/F_\Gamma)^2$. Because $q^3=e^2F^2\hbar^2/[2m(kT)^3]$,

$$F_\Gamma=\frac{\sqrt{24m(kT)^3}}{e\hbar},\qquad
\Gamma\simeq2\sqrt{3\pi}\,\frac{F}{F_\Gamma}\,e^{(F/F_\Gamma)^2},$$

where $q^{3/2}=\sqrt{12}\,F/F_\Gamma$ was used in the prefactor. The peak lies at the depth $az_*=kT\,q^3/4=3kT(F/F_\Gamma)^2$. Its standard deviation is $a\sqrt{q/2}=\sqrt6\,kT\,F/F_\Gamma$.

The first correction comes from the cubic and quartic terms of $h$ about the peak. With $\sigma^2=1/|h''|=z_*^{1/2}$, $h'''=\frac12z_*^{-3/2}$ and $h''''=-\frac34z_*^{-5/2}$, the Gaussian averages $3\sigma^4$ and $15\sigma^6$ of the fourth and sixth powers give the relative correction

$$\frac{h''''\sigma^4}{8}+\frac{5h'''^2\sigma^6}{24}
=\left(-\frac{3}{32}+\frac{5}{96}\right)z_*^{-3/2}
=-\frac{1}{3q^3}=-\frac{1}{36}\left(\frac{F_\Gamma}{F}\right)^2 .$$

For the example take $m=0.25\,m_0$ and a gap of 1.12 eV, so that $\Delta=0.56$ eV. With $kT=25.85$ meV, $D=0.56/0.02585=21.7$, and the field gives $K=28.6$. The scale field is $F_\Gamma=0.369$ MV/cm, or $3.69\times10^7$ V/m. Hence $F/F_\Gamma=0.5/0.3688=1.356$, whose square is 1.838. The closed form gives $\Gamma=52.3$ and the integral 50.4. The closed form must be lowered by 3.6% to reach the integral; the correction just derived supplies 1.5%, and the rest comes from higher terms and the finite limits. With $1+\Gamma=51.4$ the generation rate is $51.4\times5.0\times10^{16}=2.57\times10^{18}$ cm⁻³ s⁻¹.

The dominant electrons lie $3\times1.838=5.5$ thermal energies below the local edge, that is 0.143 eV. Their path is $0.1425\ \text{eV}/(0.05\ \text{eV/nm})=2.85$ nm, whereas a path at the trap energy itself would be 11.2 nm long. In emission the typical electron is thus first excited thermally through most of the 0.56 eV and then tunnels through the thin top of the barrier.

The closed form fails on both sides of its range, as these values at fixed temperature, mass and depth show. The last column is the Airy density ratio $n_A/n$ defined further on, but with its tail cut off at the depth $\Delta$, as in the integral for $\Gamma$; at the highest fields this makes it smaller than the complete ratio derived below.

| $F$ (MV/cm) | $\Gamma$, integral | $\Gamma$, closed form | $n_A/n$ |
|---|---|---|---|
| 0.1 | 1.36 | 1.79 | 1.08 |
| 0.3 | 8.57 | 9.68 | 1.94 |
| 0.5 | 50.4 | 52.3 | 6.28 |
| 0.7 | 415 | 427 | 36.3 |
| 0.9 | 4110 | 5770 | 295 |

At high field the peak moves down to the trap level. It arrives there when $3kT(F/F_\Gamma)^2=\Delta$, at 0.99 MV/cm in the example. Already at 0.9 MV/cm part of the Gaussian lies below the cutoff, and the closed form is 40% above the integral. At low field the peak merges with the band edge. For $q\to0$ at fixed $\Delta$ the factor $e^{qz}$ can be dropped and the upper limit becomes infinite:

$$\Gamma\to q\int_0^\infty e^{-\frac43z^{3/2}}dz\;\propto\;F^{2/3}.$$

The closed form, being proportional to $F$ there, has the wrong power. This limit needs $q\ll1$ and lies well below the table: at 0.1 MV/cm $q$ is still 0.96.

How good is the closure itself? For free carriers in a uniform force the tail density can be found without it. The wave equation for motion along $s$ at depth $E$ is

$$-\frac{\hbar^2}{2m}\psi''-eFs\,\psi=-E\psi .$$

Let $\ell=a/eF$. The definition of $a$ gives $\hbar^2/(2m\ell^2)=a$, so in the variable $s/\ell$ the equation reads $\psi''=(z-s/\ell)\psi$. Its solution that decays into the barrier is $\mathrm{Ai}(z-s/\ell)$. These functions are orthonormal in $z$ when integrated over $s/\ell$, so each interval $dz$ contributes $\mathrm{Ai}^2(z)\,dz/\ell$ to the density of states at the trap, with thermal weight $e^{qz}$. Without the force the corresponding sum over wave numbers is

$$\int\frac{dk}{2\pi}e^{-\hbar^2k^2/2mkT}=\int\frac{dk}{2\pi}e^{-q\ell^2k^2}=\frac{1}{2\ell\sqrt{\pi q}} .$$

Motion across the field contributes the same factor to both densities. Their ratio is therefore

$$\frac{n_A}{n}=2\sqrt{\pi q}\;I(q),\qquad I(q)=\int_{-\infty}^{\infty}e^{qz}\mathrm{Ai}^2(z)\,dz .$$

To evaluate $I$, put $y=\mathrm{Ai}^2$. From $\mathrm{Ai}''=z\,\mathrm{Ai}$ one finds $y''=2\mathrm{Ai}'^2+2zy$ and then $y'''=4zy'+2y$. Multiply by $e^{qz}$ and integrate by parts; the boundary terms vanish for $q>0$. The left side gives $-q^3I$, and $\int e^{qz}zy'dz=-I-qI'$, so

$$-q^3I=-4I-4qI'+2I\quad\Rightarrow\quad \frac{I'}{I}=\frac{q^2}{4}-\frac{1}{2q}.$$

Hence $I=Cq^{-1/2}e^{q^3/12}$. As $q\to0$ the density must become classical, which fixes $C=1/(2\sqrt\pi)$, and

$$\frac{n_A}{n}=e^{q^3/12}=e^{(F/F_\Gamma)^2}.$$

Diagonalizing the Hamiltonian with a linear potential on a grid reproduced this ratio within 0.1% for $q=1.5$ and for the example's $q=2.80$.

The exponential in the Hurkx factor is thus the one found for free-carrier tails, but the prefactor $\sqrt\pi q^{3/2}$ belongs to the closure. Its origin can be traced. Deep in the barrier $\mathrm{Ai}^2(z)\simeq e^{-\frac43z^{3/2}}/(4\pi\sqrt z)$, so the slice that the closure counts as $q\,e^hdz$ has the Airy weight $2\sqrt{\pi q}\,e^hdz/(4\pi\sqrt z)$. The closure is larger by $2\sqrt{\pi qz}$, which at $z_*=q^2/4$ equals $\sqrt\pi q^{3/2}$.

In the example this estimate is 8.3. The actual ratio of $1+\Gamma=51.4$ to the Airy value 6.28, cut at the same depth $\Delta$, is 8.2. Part of the excess is the slice weight: at the turning point the Airy density is 0.27 of what the closure assigns. The other part is the decay: using $\mathrm{Ai}^2(z)/\mathrm{Ai}^2(0)$ instead of the bare exponential lowers $\Gamma$ from 50.4 to 22.1. Together they leave a tail of $0.267\times22.07=5.9$. The remaining 0.4 of the Airy ratio comes from electrons above the local edge, for which the closure counts 1.

At weak field the difference is one of form: the Airy ratio departs from one as $F^2$, the closure as $F^{2/3}$. If capture is proportional to the local free-carrier density, the Airy result is the consistent one. A mass or lifetime fitted with the Hurkx factor is then tied to that factor's prefactor and should not be carried over to another tunnelling model.

The parameters are rough values for a silicon junction doped to $10^{18}$ cm⁻³ on both sides. With relative permittivity 11.7 and sharp depletion edges, a peak field of 0.5 MV/cm corresponds to a total band bending of 1.62 eV, made up of a built-in 0.95 V and a reverse bias of 0.66 V. Each side bends by 0.81 eV, more than $\Delta$, so the trap depth sets the cutoff. Real junctions break the uniform-field assumption: the field falls by 0.0155 MV/cm per nm away from the centre, and including this lowers $\Gamma$ from 50 to 39. They also break the single parabolic mass. Two-band decay, $\kappa^2\propto E'(1-E'/E_g)$ for a barrier $E'$ in a gap $E_g$, raises it to 74. Masses of 0.19 and 0.92 $m_0$, for four and two valleys with the field along a cube axis, give 105 and 6.2, with an average of 72. Each change is made alone. The more heavily doped junctions of tunnel transistors can have fields above 1 MV/cm, where the closed form no longer applies for the mass, depth and temperature of the example.

Temperature acts strongly because $(F/F_\Gamma)^2\propto F^2/(mT^3)$. At fixed field and gap, $\Gamma$ is 258 at 250 K, 20 at 350 K and 11 at 400 K. The enhancement weakens on heating, although $n_i$, which multiplies it in the generation rate, grows.

A charged centre adds a Coulomb attraction. With permittivity $\epsilon$, the potential energy $-e^2/(\epsilon s)-eFs$ has its maximum at $s=\sqrt{e/(\epsilon F)}$, which lowers the barrier by $2\sqrt{e^3F/\epsilon}=0.157$ eV. A trap that is neutral in one charge state and singly charged in the other attracts one of the two departing carriers. Multiplying that carrier's enhancement by the full Boltzmann factor of 432 overcounts, since a barrier already lowered leaves less to be gained by tunnelling. Even so, for the midgap trap with equal lifetimes the generation rate rises only by a factor of 2.0, because the other carrier then limits the cycle. This cap is special to two equally fast emission steps. If the emission of the attracted carrier is the slower step, the rate can rise far more: for a level 0.05 eV off midgap on that side, the same multiplier gives a factor of about 44.

Direct band-to-band tunnelling, estimated by WKB with the two-band decay and the same mass, has an exponent of 47.7 and gives $1.4\times10^{11}$ cm⁻³ s⁻¹, seven orders below the trap rate. Silicon's gap is indirect, so this sets a scale and is not its actual rate. Impact ionization is left out. Carriers born at the centre fall through only 0.81 eV, less than the gap, and cannot ionize. For carriers that cross the whole depletion region it cannot be excluded: the band bending of 1.62 eV is close to a rough threshold of 1.5 gaps, 1.68 eV, which holds for equal parabolic masses and is lower when the ionizing carrier is the lighter one. The bending grows as $F^2$; the 0.9 MV/cm of the table would mean 5.2 eV in this junction, close to avalanche breakdown. Degeneracy is slight, the doping being 4% of the conduction-band density of states. Lattice relaxation during capture is left out and not sized here; it requires the phonon coupling of the particular trap and can change the dependence on both field and temperature. The computed values are collected in the numerical output below.

## Computed results

```
Inputs: T = 300 K, gap = 1.12 eV, mass = 0.25 m0
Trap depth = 0.56 eV, field = 0.50 MV/cm
Doping each side = 1.0e+18 cm^-3, permittivity = 11.7
Intrinsic density = 1.0e+10 cm^-3, lifetimes = 100 ns
kT = 25.852 meV
F_G = 0.3688 MV/cm = 3.688e+07 V/m
F/F_G = 1.3556, (F/F_G)^2 = 1.8376, q = 2.8042
D = 21.662, K = 28.626
Gamma, integral = 50.395
Gamma, closed form = 52.284
Dominant depth = 0.1425 eV = 5.513 kT
Dominant path = 2.850 nm, to trap level = 11.20 nm
Field where peak reaches trap level = 0.991 MV/cm
Generation without enhancement = 5.000e+16 cm^-3 s^-1
Generation with enhancement = 2.570e+18 cm^-3 s^-1
Field (MV/cm) | Gamma integral | Gamma closed | Airy density ratio
  0.1 | 1.355 | 1.792 | 1.076
  0.2 | 3.655 | 4.467 | 1.342
  0.3 | 8.565 | 9.677 | 1.938
  0.5 | 50.395 | 52.284 | 6.282
  0.7 | 415.215 | 427.218 | 36.255
  0.9 | 4110.952 | 5772.047 | 295.060
Airy density ratio at example field = 6.282
(1 + Gamma)/(Airy density ratio) = 8.182
sqrt(pi) q^1.5 = 8.323
Gamma with Ai^2(z)/Ai^2(0) as decay = 22.069
Slice weight, Airy over closure, at turning point = 0.2668
Field gradient = 0.01547 MV/cm per nm
Total band bending = 1.616 eV, per side = 0.808 eV
Built-in = 0.952 V, reverse bias = 0.664 V
Gamma with falling field = 39.380
Gamma with two-band decay = 73.677
Gamma for mass 0.19 m0 = 104.627, for 0.92 m0 = 6.151
Gamma averaged over six valleys = 71.801
Gamma at 250 K = 258.043
Gamma at 350 K = 19.595
Gamma at 400 K = 10.552
Coulomb barrier lowering = 0.1569 eV, Boltzmann factor = 432.2
Generation ratio, one carrier so enhanced = 1.995
Band-to-band action = 47.69
Direct band-to-band generation = 1.44e+11 cm^-3 s^-1
1.5 x gap (rough ionization threshold) = 1.68 eV
Doping/(band density of states) = 0.0355 (density-of-states mass 1.08 m0)
```
